# One-Loop Electron Self-Energy in a General Covariant Gauge

## What symmetry and dimension fix

Take \(\hbar=c=1\), metric \((+,-,-,-)\), and \(s=p^2\). Lorentz covariance and parity allow the electron self-energy only two structures:

\[
\Sigma(p)=\not p\,\Sigma_V(s)+m\,\Sigma_S(s).
\]

The second carries a factor \(m\) because a massless electron has chiral symmetry, which perturbation theory preserves and which forbids a term proportional to the unit matrix.

Since \(\Sigma\) has the dimension of mass, \(\Sigma_V\) and \(\Sigma_S\) are dimensionless. The one-loop ultraviolet divergence is a polynomial in \(p\) and \(m\) of degree one: each derivative with respect to \(p\) lowers the degree of divergence by one, and two derivatives leave a convergent integral. In \(d=4-2\epsilon\) dimensions the pole is therefore a combination of \(\not p\) and \(m\) with numerical coefficients. The photon propagator will be linear in the gauge parameter \(\xi\), so these coefficients are linear in \(\xi\) too.

The inverse electron propagator is \(\not p-m-\Sigma\), up to a factor of \(i\). The \(\not p\) pole determines the field renormalization \(Z_2\). The mass is the position of a zero of this inverse and involves both functions. A gauge-dependent \(Z_2\) is thus compatible with a gauge-independent mass if the two \(\xi\) dependences cancel on the mass shell. The calculation must show that they do.

## The simple case: Feynman gauge

The gauge-fixing term \(-(\partial\cdot A)^2/(2\xi)\) gives the photon propagator

\[
\frac{-i}{k^2}\left[g_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2}\right].
\]

Feynman gauge is \(\xi=1\) and Landau gauge is \(\xi=0\). Let \(q=p-k\) be the internal electron momentum. With vertex \(-ie\gamma^\mu\), the loop at \(\xi=1\) is

\[
-i\Sigma=\int\!\frac{d^dk}{(2\pi)^d}\,(-ie\gamma^\mu)\frac{i(\not q+m)}{q^2-m^2}(-ie\gamma_\mu)\frac{-i}{k^2}.
\]

The factors are \((-ie)^2\,i(-i)=-e^2\). Dividing by \(-i\) gives

\[
\Sigma=-ie^2\!\int\!\frac{d^dk}{(2\pi)^d}\frac{\gamma^\mu(\not q+m)\gamma_\mu}{(q^2-m^2)k^2}.
\]

From \(\gamma^\mu\not q=2q^\mu-\not q\gamma^\mu\) and \(\gamma^\mu\gamma_\mu=d\), the numerator is

\[
\gamma^\mu(\not q+m)\gamma_\mu=-(d-2)\not q+dm.
\]

**The integrals.** Combine the denominators with \(1/(AD)=\int_0^1dx\,[xA+(1-x)D]^{-2}\), where \(A=q^2-m^2\) and \(D=k^2\):

\[
x[(k-p)^2-m^2]+(1-x)k^2=(k-xp)^2-\Delta,
\]
\[
\Delta=x[m^2-(1-x)s].
\]

Shift \(k=l+xp\), so that \(q=(1-x)p-l\); terms odd in \(l\) integrate to zero. Rotating \(l^0=il_E^0\) gives \(d^dl=i\,d^dl_E\) and \(l^2=-l_E^2\). Writing \((l_E^2+\Delta)^{-n}=\Gamma(n)^{-1}\int_0^\infty dt\,t^{n-1}e^{-t(l_E^2+\Delta)}\) and doing the Gaussian integral, which equals \((4\pi t)^{-d/2}\), one finds

\[
\int\!\frac{d^dl}{(2\pi)^d}\frac1{(l^2-\Delta)^n}
=\frac{i(-1)^n}{(4\pi)^{d/2}}\frac{\Gamma(n-d/2)}{\Gamma(n)}\Delta^{d/2-n}.
\]

To keep the coupling dimensionless, replace \(e^2\) by \(e^2\mu^{2\epsilon}(e^{\gamma}/4\pi)^\epsilon\), with \(\gamma\) Euler's constant; this is the MS-bar convention. Let

\[
a=\frac{\alpha}{4\pi}=\frac{e^2}{16\pi^2}.
\]

Including the scale factor, the integrals of \(1\) and \(q^\mu\) over \((q^2-m^2)k^2\) are \(i/(16\pi^2)\) times \(B\) and \(p^\mu V\), where

\[
B=e^{\gamma\epsilon}\Gamma(\epsilon)\int_0^1dx\left(\frac{\Delta}{\mu^2}\right)^{-\epsilon},
\]
\[
V=e^{\gamma\epsilon}\Gamma(\epsilon)\int_0^1dx\,(1-x)\left(\frac{\Delta}{\mu^2}\right)^{-\epsilon}.
\]

Since \(-ie^2\cdot i/(16\pi^2)=a\),

\[
\Sigma_{\xi=1}=a\left[-(d-2)V\not p+dB\,m\right].
\]

I keep \(s<m^2\), where \(\Delta>0\) for \(x>0\) and the functions are real. Because \(e^{\gamma\epsilon}\Gamma(\epsilon)=1/\epsilon+O(\epsilon)\), the poles are \(B\to1/\epsilon\) and \(V\to1/(2\epsilon)\). They are ultraviolet: the remaining \(x\) integrals converge at \(\epsilon=0\). The Feynman-gauge pole is \((a/\epsilon)(4m-\not p)\).

**Limit: the mass shell.** At \(s=m^2\), \(\Delta=x^2m^2\). For \(\epsilon<1/2\), the \(x\) integral in \(B\) is proportional to \(1/(1-2\epsilon)\), and that in \(V\) to

\[
\frac1{1-2\epsilon}-\frac1{2-2\epsilon}=\frac1{(1-2\epsilon)(2-2\epsilon)}.
\]

As \(d-2=2-2\epsilon\), this means

\[
(d-2)V=B\quad\text{at }s=m^2.
\]

Setting \(\not p\to m\), the on-shell self-energy is \(am(d-1)B\).

## Generalizing to any \(\xi\)

The extra part of the photon propagator adds to the numerator

\[
-(1-\xi)\frac{\not k(\not q+m)\not k}{k^2}.
\]

Use \(\not k\not q\not k=2(k\cdot q)\not k-k^2\not q\) and, from \(p=k+q\), \(2k\cdot q=s-k^2-q^2\). Then

\[
\begin{aligned}
\not k(\not q+m)\not k
&=(s-k^2-q^2)\not k-k^2\not q+mk^2\\
&=(s-q^2)\not k-k^2(\not p-m)\\
&=(s-m^2)\not k-k^2(\not p-m)-(q^2-m^2)\not k.
\end{aligned}
\]

This is to be divided by \((q^2-m^2)k^4\). The last term becomes \(\not k/k^4\), which is odd in \(k\) and integrates to zero. The middle one gives \(-(\not p-m)B\).

The first needs the integral of \(k^\mu/[(q^2-m^2)k^4]\), written as \(i/(16\pi^2)\,p^\mu C\). Differentiating the Feynman-parameter formula with respect to \(D\) gives \(1/(AD^2)=\int_0^1dx\,2(1-x)[xA+(1-x)D]^{-3}\). After the shift, \(k^\mu\) contributes \(xp^\mu\). The momentum formula with \(n=3\) has sign \(-1\) and a factor \(1/\Gamma(3)=1/2\), hence

\[
C=-e^{\gamma\epsilon}\Gamma(1+\epsilon)\mu^{2\epsilon}\int_0^1dx\,x(1-x)\Delta^{-1-\epsilon}.
\]

For \(s<m^2\) this is finite at \(\epsilon=0\). Collecting signs,

\[
\begin{aligned}
\Sigma=a\big\{&-(d-2)V\not p+dBm\\
&+(1-\xi)\left[(\not p-m)B-(s-m^2)C\not p\right]\big\}.
\end{aligned}
\]

**A simplification.** The three integrals are related. Since \(\Delta=x(m^2-s)+x^2s\), its derivative is \(\Delta'=2\Delta/x-(m^2-s)\). Therefore

\[
\begin{aligned}
\frac{d}{dx}\left[x(1-x)\Delta^{-\epsilon}\right]
={}&\left[1-2x-2\epsilon(1-x)\right]\Delta^{-\epsilon}\\
&+\epsilon(m^2-s)x(1-x)\Delta^{-1-\epsilon}.
\end{aligned}
\]

For \(\epsilon<1\) the bracket on the left vanishes at both ends, so the right side integrates to zero. Rewrite its first coefficient as

\[
1-2x-2\epsilon(1-x)=(2-2\epsilon)(1-x)-1.
\]

Multiply the integrated identity by \(e^{\gamma\epsilon}\Gamma(\epsilon)\mu^{2\epsilon}\) and use \(\epsilon\Gamma(\epsilon)=\Gamma(1+\epsilon)\):

\[
(d-2)V-B-(m^2-s)C=0,
\]

or \(B-(s-m^2)C=(d-2)V\). The coefficient of \(\not p\) in the gauge term is therefore \((1-\xi)(d-2)V\), and

\[
\boxed{\;\Sigma_V=-\xi a(d-2)V,\qquad \Sigma_S=a(d-1+\xi)B.\;}
\]

At one loop, \(\Sigma_V\) vanishes in Landau gauge for every \(s<m^2\), including its finite part and for any \(d\) in which the regulated formula applies.

**Numerical test in \(d=3.4\).** Here the loop converges, once the part odd in \(k\) is removed by angular integration, and can be integrated directly over radius and angle. At \(s=-1.44m^2\) and \(\mu=m\) the values are:

| \(\xi\) | \(\Sigma_V/a\) | \(\Sigma_S/a\) |
|---|---:|---:|
| 0 | 0.000000 | 10.268321 |
| 1 | −3.385367 | 14.546788 |
| 3 | −10.156101 | 23.103723 |

The vector values are in the ratio \(0:1:3\). Dividing the scalar values by \(d-1+\xi=2.4,\ 3.4,\ 5.4\) gives \(4.27847\) each time. The numerical check compares the direct integral with the parameter formula here and at \(s=0.81m^2\); the largest absolute difference, in units of \(a\), is \(7.1\times10^{-10}\).

## Reading off the renormalization constants

The ultraviolet pole is now

\[
\Sigma_{\rm pole}=\frac a\epsilon\left[(3+\xi)m-\xi\not p\right].
\]

Let the bare field be \(\sqrt{Z_2}\) times the renormalized one, and let the bare mass be \(m_0=Z_mm\). With \(Z_2=1+\delta_2\) and \(Z_m=1+\delta_m\), the inverse propagator to first order is

\[
\not p-m+\delta_2(\not p-m)-\delta_mm-\Sigma.
\]

In minimal subtraction the counterterms cancel poles and nothing else:

\[
\not p:\quad \delta_2+\frac{\xi a}{\epsilon}=0,
\]
\[
m:\quad -\delta_2-\delta_m-\frac{(3+\xi)a}{\epsilon}=0.
\]

The first equation gives \(\delta_2\); inserting it in the second gives \(\delta_m\). Thus

\[
\boxed{\;Z_2=1-\frac{\xi\alpha}{4\pi\epsilon},\qquad Z_m=1-\frac{3\alpha}{4\pi\epsilon}.\;}
\]

The pole of \(Z_2\) is proportional to \(\xi\) and absent in Landau gauge at this order. The mass still needs renormalization there. Since \(Z_m\) does not contain \(\xi\), a fixed bare mass corresponds to the same MS-bar mass \(m\) in all these gauges, at order \(\alpha\).

## Finite parts and two limits

Define \(r=s/m^2\), \(L=\ln(1-r)\) and \(\ell=\ln(m^2/\mu^2)\). Expanding in \(\epsilon\), write \(B=1/\epsilon+b\) and \(V=1/(2\epsilon)+v\), where

\[
b=-\int_0^1dx\,\ln\frac{\Delta}{\mu^2},\qquad
v=-\int_0^1dx\,(1-x)\ln\frac{\Delta}{\mu^2}.
\]

With \(y=1-x\), \(\ln(\Delta/\mu^2)=\ln x+\ell+\ln(1-yr)\). The elementary integrals are \(\int_0^1\ln x\,dx=-1\), \(\int_0^1(1-x)\ln x\,dx=-3/4\), and

\[
\int_0^1\ln(1-yr)\,dy=-1-\frac{1-r}{r}L.
\]

Integrating by parts, and dividing \(y^2\) by \(1-yr\),

\[
\begin{aligned}
\int_0^1y\ln(1-yr)\,dy
&=\frac L2+\frac r2\int_0^1\frac{y^2}{1-yr}\,dy\\
&=\frac L2+\frac r2\left[-\frac1{2r}-\frac1{r^2}-\frac L{r^3}\right]\\
&=-\frac14-\frac1{2r}-\frac{1-r^2}{2r^2}L.
\end{aligned}
\]

Consequently

\[
b=2-\ell+\frac{1-r}{r}L,
\]
\[
v=1-\frac\ell2+\frac1{2r}+\frac{1-r^2}{2r^2}L.
\]

The factors \(d-2=2-2\epsilon\) and \(d-1+\xi=3+\xi-2\epsilon\) multiply poles, so their \(\epsilon\) terms leave constants. After subtraction,

\[
\Sigma_V=-\xi a(2v-1)=\xi a\left[\ell-1-\frac1r-\frac{1-r^2}{r^2}L\right],
\]
\[
\Sigma_S=a\left[(3+\xi)b-2\right].
\]

**Small momentum.** Individual terms diverge as \(r\to0\), but \(L=-r-r^2/2+O(r^3)\) makes them cancel: \(\Sigma_V\to\xi a(\ell-1/2)\) and \(b\to1-\ell\).

**Massless electron.** At fixed \(s<0\), let \(m\to0\), so \(r\to-\infty\). Then \((1-r^2)L/r^2\to-L\) and \(\ell+L\to\ln(-s/\mu^2)\), giving

\[
\Sigma\to\xi a\not p\left[\ln\frac{-s}{\mu^2}-1\right].
\]

The scalar part \(m\Sigma_S\) vanishes, as chiral symmetry requires.

For \(s=0.81m^2\) and \(\mu=m\), the program gives \(\Sigma_S/a=2.83134\), \(4.44178\) and \(7.66267\) for \(\xi=0,1,3\). Off shell, the renormalized functions depend strongly on gauge.

## The mass shell

The inverse propagator is \((1-\Sigma_V)\not p-m(1+\Sigma_S)\). For an electron at rest \(\not p\) acts as \(W=\sqrt s\) on the positive-energy spinor, so the pole mass \(M\) obeys

\[
M[1-\Sigma_V(M^2)]=m[1+\Sigma_S(M^2)].
\]

To order \(\alpha\), the functions may be evaluated at \(s=m^2\), where they are finite:

\[
M=m[1+\Sigma_V(m^2)+\Sigma_S(m^2)]+\text{higher order}.
\]

Before subtraction, the on-shell identity \((d-2)V=B\) gives

\[
\Sigma_V+\Sigma_S=a[-\xi B+(d-1+\xi)B]=a(d-1)B.
\]

The gauge parameter cancels while the regulator is still present. After subtraction, \((1-r)L\to0\) as \(r\to1\), so

\[
\begin{aligned}
\frac{\Sigma_V+\Sigma_S}{a}
&=\xi(\ell-2)+(3+\xi)(2-\ell)-2\\
&=4-3\ell.
\end{aligned}
\]

Therefore

\[
\boxed{\;M=m\left[1+\frac{\alpha}{4\pi}\left(4+3\ln\frac{\mu^2}{m^2}\right)\right]+\text{higher order}.\;}
\]

This establishes gauge independence at order \(\alpha\); it is not a proof for higher orders. Physically, changing \(\xi\) alters how the off-shell electron field is described, but not the energy of the electron at rest.

**The free electron.** Take \(\mu=m\) and \(\alpha=0.007297353\). Then \(a=5.807049\times10^{-4}\), and

\[
\frac{M-m}{m}=4a=0.0023228.
\]

The electron rest energy is \(18778.865\) hartree, so the pole mass lies above the MS-bar mass by

\[
0.0023228\times18778.865\approx44\ \text{hartree}
\]

in energy. This is a difference between two mass definitions, not an observable energy shift. It includes the one-loop photon correction and omits higher orders. The quoted rest energy is the pole mass \(M\), used here in place of \(m\). The product is 43.6 hartree with \(M\) and 43.5 hartree with \(m=M/(1+4a)\). These differ only at order \(\alpha^2\), so the third digit is not fixed at one loop.

## How the shell is approached

In four dimensions, the slope of the minimally subtracted self-energy just below the mass shell does depend on the gauge, although the mass does not. Let \(F(W)=W\Sigma_V+m\Sigma_S\) and \(W=m(1-\eta)\), with \(0<\eta\ll1\), so \(L\simeq\ln2\eta\). Near \(r=1\), differentiation of the finite parts gives

\[
\frac{d\Sigma_V}{dr}\simeq\xi a(3+2L),\qquad
\frac{d\Sigma_S}{dr}\simeq-(3+\xi)a(L+1).
\]

Since \(dr/dW\simeq2/m\),

\[
\begin{aligned}
\frac{1}{a}\frac{dF}{dW}
&\simeq\xi(\ell-2)+2\xi(3+2L)-2(3+\xi)(L+1)\\
&=\xi(\ell+2)-6-2(3-\xi)\ln2\eta.
\end{aligned}
\]

The logarithm is infrared: it comes from soft massless photons, which place the threshold for electron plus photon at the mass shell itself. At \(\eta=10^{-6}\) and \(\mu=m\), the numerical slopes are \(72.734a\), \(48.490a\) and \(0.000a\) for \(\xi=0,1,3\). The logarithm cancels at \(\xi=3\); the constant also vanishes there because \(\ell=0\).

Landau gauge thus removes the ultraviolet pole of \(Z_2\), but not this infrared singularity. The distinction matters if \(Z_2\) is defined by the on-shell slope. Regulate the infrared region with \(d>4\), continuing the ultraviolet part analytically. The gauge part of the slope is then \((1-\xi)a(B-2m^2C)\) at \(s=m^2\). For \(\epsilon<0\),

\[
\begin{aligned}
m^2C&=-e^{\gamma\epsilon}\Gamma(1+\epsilon)\left(\frac{\mu^2}{m^2}\right)^\epsilon\int_0^1dx\,(1-x)x^{-1-2\epsilon}\\
&=e^{\gamma\epsilon}\left(\frac{\mu^2}{m^2}\right)^\epsilon\frac{\Gamma(1+\epsilon)}{2\epsilon(1-2\epsilon)}=\frac B2.
\end{aligned}
\]

The gauge part cancels, so the dimensionally regulated on-shell \(Z_2\) is independent of \(\xi\) at one loop. Its infrared pole compensates the \(\xi\) dependence of the ultraviolet pole. The result \(Z_2=1-\xi a/\epsilon\) concerns the ultraviolet pole alone.

## A limit of the truncated equation

One can also solve \(W-m=F(W)\) numerically without expanding its root in \(\alpha\). This retains some higher-order terms and omits others. Integrating the slope from the shell gives

\[
\frac{F(W)}{am}\simeq4-3\ell-\eta\left[\xi\ell-2(3-\xi)\ln2\eta\right].
\]

For a root below \(m\), the leading displacement is \(\eta=-\delta\), with \(\delta=a(4-3\ell)<0\). Subtracting the \(\xi=3\) root from the \(\xi=0\) root yields

\[
M(0)-M(3)\simeq3ma\delta[-\ell-2\ln(-2\delta)].
\]

This spread is of order \(\alpha^2\ln\alpha\), beyond the accuracy of the one-loop calculation.

To keep the root below the branch point at \(s=m^2\), choose \(\mu=m/e\), where \(e\) is here the base of natural logarithms. Then \(\ell=2\) and \(\delta=-2a=-1.1614\times10^{-3}\). The numerical spread is \(-2.097\times10^{-5}m\), against \(-2.050\times10^{-5}m\) from the leading formula, a difference of \(2.3\%\) relative to the latter. Reducing \(\alpha\) tenfold lowers this difference to \(0.3\%\), and reduces the spread by a factor of about \(70\). A pure \(\alpha^2\) law would give \(100\); the logarithm accounts for the departure. Expanding the root consistently to order \(\alpha\) removes this residual gauge dependence.

## Values computed for the example and the checks

```
gamma-matrix identities, largest error: 3.6e-15
direct integral dimension d = 3.4, mu = m
s=-1.44 m^2 xi=0: direct Sigma_V/a=-0.000000, Sigma_S/a=10.268321
s=-1.44 m^2 xi=1: direct Sigma_V/a=-3.385367, Sigma_S/a=14.546788
s=-1.44 m^2 xi=3: direct Sigma_V/a=-10.156101, Sigma_S/a=23.103723
s= 0.81 m^2 xi=0: direct Sigma_V/a=-0.000000, Sigma_S/a=15.521824
s= 0.81 m^2 xi=1: direct Sigma_V/a=-5.724777, Sigma_S/a=21.989251
s= 0.81 m^2 xi=3: direct Sigma_V/a=-17.174330, Sigma_S/a=34.924105
direct minus parameter formula, largest: 7.1e-10
xi=0: numerical 1/eps coefficients/a: V=0.0000, S=3.0000
xi=1: numerical 1/eps coefficients/a: V=-1.0000, S=4.0000
xi=3: numerical 1/eps coefficients/a: V=-3.0000, S=6.0000
s=-1.44 m^2 xi=0: MS-bar Sigma_V/a=0.00000, Sigma_S/a=-0.53432
s=-1.44 m^2 xi=1: MS-bar Sigma_V/a=0.15627, Sigma_S/a=-0.04576
s=-1.44 m^2 xi=3: MS-bar Sigma_V/a=0.46882, Sigma_S/a=0.93135
s= 0.81 m^2 xi=0: MS-bar Sigma_V/a=-0.00000, Sigma_S/a=2.83134
s= 0.81 m^2 xi=1: MS-bar Sigma_V/a=-1.36408, Sigma_S/a=4.44178
s= 0.81 m^2 xi=3: MS-bar Sigma_V/a=-4.09225, Sigma_S/a=7.66267
W=0.9000 m: Landau minus Feynman, /(a m) = -0.382772
W=0.9900 m: Landau minus Feynman, /(a m) = -0.079439
W=0.9990 m: Landau minus Feynman, /(a m) = -0.012448
W=0.9999 m: Landau minus Feynman, /(a m) = -0.001704
xi=0: on-shell Sigma/(a m) at mu=m = 4.000000
xi=1: on-shell Sigma/(a m) at mu=m = 4.000000
xi=3: on-shell Sigma/(a m) at mu=m = 4.000000
xi=0: slope/a at W=(1-1e-6)m = 72.735
xi=1: slope/a at W=(1-1e-6)m = 48.490
xi=3: slope/a at W=(1-1e-6)m = 0.000
d=4.8 on shell: B=-1.641896, 2m^2C=-1.641896
alpha = 0.007297353, a = 5.807049e-04
electron rest energy = 18778.865 hartree
(M - m)/m at mu=m, order alpha = 0.0023228
(M - m)c^2 at order alpha = 43.620 hartree
truncated equation: mu/m = 0.367879
alpha: order-alpha M/m - 1 = -1.161410e-03
  xi=0: truncated root M/m - 1 = -1.186440e-03
  xi=1: truncated root M/m - 1 = -1.179384e-03
  xi=3: truncated root M/m - 1 = -1.165473e-03
  M(0)-M(3): -2.0967e-05 m; leading formula -2.0496e-05 m
alpha/10: order-alpha M/m - 1 = -1.161410e-04
  xi=0: truncated root M/m - 1 = -1.164805e-04
  xi=1: truncated root M/m - 1 = -1.163807e-04
  xi=3: truncated root M/m - 1 = -1.161815e-04
  M(0)-M(3): -2.9905e-07 m; leading formula -2.9814e-07 m
```
